# Pressure Dependence of Parabolic Scaling Controlled by Doubly Charged Metal Interstitials

## Question

A pure divalent metal M is covered by a compact, adherent scale of its oxide MO. The metal lies at $x=0$ and the gas at $x=X(t)$. The oxide is n-type: its majority defects are doubly charged metal interstitials and the electrons that compensate them. Let $y$ and $n$ be the numbers of interstitials and electrons per formula unit, $D_i$ and $D_e$ their constant diffusivities, and $V_m$ the molar volume of MO. Concentrations are $c=y/V_m$ and $c_e=n/V_m$.

The oxygen pressure $p$ is measured in bar. Inside the scale it denotes the pressure of a gas that would be in equilibrium with the oxide at that point. It equals the dissociation pressure $p_d$ at the metal and the ambient pressure $p_a$ at the outer surface, where $p_a>p_d$. The rate constant is defined by

$$\frac{dX}{dt}=\frac{k}{X},\qquad X^2=2kt\quad\text{for } X(0)=0 .$$

Assume dilute ideal defects with $y\ll1$, immobile oxygen, local equilibrium at both interfaces, and a scale much thicker than the Debye length. The scale is treated as electrically neutral right up to both interfaces. Grain-boundary transport, cracks, evaporation and slow gas supply are excluded.

For numerical work take these round model parameters: $T=1000$ K; standard free energy of formation $\Delta G=-200$ kJ/mol for $\mathrm{M}+\tfrac12\mathrm{O_2}\to\mathrm{MO}$; $y_d\equiv y(p_d)=10^{-4}$; $D_i=10^{-8}$ cm²/s; $D_e=10^{-3}$ cm²/s.

## (a) How does the interstitial fraction depend on oxygen pressure? Calculate $p_d$.

**Answer.** An interstitial is formed when one formula unit is removed from the lattice, its metal goes to an interstitial site and its oxygen leaves as gas:

$$\mathrm{MO}\rightleftharpoons \mathrm{M}_i^{2+}+2e^-+\tfrac12\mathrm{O_2}.$$

The activity of nearly stoichiometric MO is one, and the dilute defects have activities proportional to their fractions. Mass action therefore gives

$$y\,n^2p^{1/2}=K .$$

Each interstitial carries two positive charges, so neutrality requires $n=2y$. Then

$$4y^3p^{1/2}=K,\qquad y=\left(\frac K4\right)^{1/3}p^{-1/6}=y_d\left(\frac{p}{p_d}\right)^{-1/6}.$$

The small power comes from the three charged particles made per half molecule of oxygen: one half divided by three.

At the metal, $a_{\rm M}=1$, and equilibrium of the formation reaction reads $p_d^{-1/2}=\exp(-\Delta G/RT)$. Hence

$$p_d=\exp\left(\frac{2\Delta G}{RT}\right)=1.28\times10^{-21}\ \text{bar}.$$

## (b) Derive $k$ as an integral over $\ln p$, keeping the electronic resistance.

**Answer.** Let $\phi$ be the electric potential and $F$ the Faraday constant. The electrochemical potentials are $\eta_i=\mu_i+2F\phi$ and $\eta_e=\mu_e-F\phi$, and the fluxes are

$$J=-\frac{D_ic}{RT}\frac{d\eta_i}{dx},\qquad J_e=-\frac{D_ec_e}{RT}\frac{d\eta_e}{dx}.$$

No external circuit is connected, so the current vanishes: $2J-J_e=0$, or $J_e=2J$. Solving for the two gradients,

$$\frac{d\eta_i}{dx}=-\frac{RTJ}{D_ic},\qquad \frac{d\eta_e}{dx}=-\frac{2RTJ}{D_ec_e}.$$

Local equilibrium between neutral metal and its charged constituents means $\mu_{\rm M}=\eta_i+2\eta_e$, in which $\phi$ cancels. With $c_e=2c$,

$$\frac{d\mu_{\rm M}}{dx}=-RTJ\left(\frac1{D_ic}+\frac4{2D_ec}\right)=-\frac{RTJ}{D_ic}\,\frac{D_e+2D_i}{D_e}.$$

Therefore

$$J=-\frac{t_eD_ic}{RT}\frac{d\mu_{\rm M}}{dx},\qquad t_e=\frac{D_e}{D_e+2D_i}.$$

This $t_e$ is the electronic transference number. Indeed, the conductivities are $\sigma_i=4F^2D_ic/RT$ and $\sigma_e=F^2D_ec_e/RT$, with ratio $\sigma_i/\sigma_e=2D_i/D_e$. Both fall with pressure in the same proportion, so $t_e$ is constant through the scale.

The Gibbs–Duhem relation at constant temperature and total pressure, with the metal-to-oxygen ratio $1+y\approx1$, gives $d\mu_{\rm M}=-d\mu_{\rm O}$. Since $\mu_{\rm O}=\tfrac12\mu_{\rm O_2}$,

$$d\mu_{\rm M}=-\tfrac12RT\,d\ln p,\qquad J=\tfrac12t_eD_ic\,\frac{d\ln p}{dx}.$$

The flux is positive: metal moves towards the higher oxygen pressure.

Because $y\ll1$, little metal is needed to change the defect content of the scale compared with the metal needed to build new oxide. At leading order $J$ is then uniform in $x$. Integration from $0$ to $X$ gives

$$JX=\tfrac12\int_{\ln p_d}^{\ln p_a}t_eD_ic\;d\ln p .$$

Each mole of metal that arrives at the outer surface makes a volume $V_m$ of oxide, so $dX/dt=V_mJ$. Using $V_mc=y$ and comparing with the definition of $k$,

$$k=\tfrac12\int_{\ln p_d}^{\ln p_a}t_eD_iy\;d\ln p .$$

## (c) Evaluate the integral. What does "far above the dissociation pressure" have to mean? Treat also $p_a$ just above $p_d$.

**Answer.** Put $u=\ln(p/p_d)$ and $U=\ln(p_a/p_d)$. From part (a), $y=y_de^{-u/6}$, and

$$k=\tfrac12t_eD_iy_d\int_0^Ue^{-u/6}du=\tfrac12t_eD_iy_d\cdot6\left(1-e^{-U/6}\right).$$

With $r=e^{-U/6}=(p_d/p_a)^{1/6}$,

$$k=3t_eD_iy_d(1-r)=3t_eD_iy_d\left[1-\left(\frac{p_d}{p_a}\right)^{1/6}\right].$$

As $p_a/p_d\to\infty$, $r\to0$ and $k$ tends to the finite value

$$k_\infty=3t_eD_iy_d ,$$

which does not contain $p_a$. It still depends on temperature, through $D_i$, $t_e$ and $y_d$.

The approach is slow. The relative shortfall from the limit is $1-k/k_\infty=r$. A shortfall of 10% needs $p_a/p_d=10^6$, and one of 1% needs $10^{12}$. A pressure merely a hundred times the dissociation pressure is not "far above" it in this problem.

For the local sensitivity, use $dr/d\ln p_a=-r/6$:

$$m\equiv\frac{d\ln k}{d\ln p_a}=\frac{-1}{1-r}\frac{dr}{d\ln p_a}=\frac{r}{6(1-r)} .$$

This tends to zero as $r/6$. For a finite rise from $p_1$ to $p_2$, with corresponding $r_1>r_2$,

$$\frac{k_2}{k_1}-1=\frac{r_1-r_2}{1-r_1}<\frac{r_1}{1-r_1}.$$

The bound holds however large $p_2$ is, within the model.

In the opposite limit, $U\ll1$, we have $1-r\approx U/6$ and

$$k\approx\tfrac12t_eD_iy_d\ln\frac{p_a}{p_d},\qquad m\approx\frac1U .$$

The defect fraction is then almost uniform and the rate is proportional to the driving force. The sensitivity is large because the driving force itself vanishes at $p_a=p_d$.

## (d) Obtain the profile of $y$ and the oxygen pressure at mid-thickness. Explain the factor 3 and the insensitivity to the gas.

**Answer.** From part (a), $d\ln p=-6\,d\ln c$. Substitution in the flux of part (b) gives

$$J=\tfrac12t_eD_ic\left(-\frac6c\frac{dc}{dx}\right)=-3t_eD_i\frac{dc}{dx}.$$

Since $J$ is uniform, $c$ and $y$ are linear in $x$. The effective diffusivity is $\tilde D=3t_eD_i$.

The same factor follows from drift and diffusion without chemical potentials of the metal. Let $\psi=F\phi/RT$ and let a prime denote $d/dx$. With $c_e=2c$ and $J_e=2J$,

$$J=-D_i(c'+2c\psi'),\qquad 2J=-D_e(2c'-2c\psi').$$

The second equation gives $c\psi'=c'+J/D_e$. Inserting this in the first,

$$\frac J{D_i}=-3c'-\frac{2J}{D_e}\quad\Rightarrow\quad J=-\frac{3D_iD_e}{D_e+2D_i}\,c'=-3t_eD_ic'.$$

For $D_e\gg D_i$ the second equation reduces to $c\psi'\approx c'$. The drift term $2c\psi'$ is then twice the diffusion term $c'$. The electrons tend to run ahead, and the resulting field pulls the interstitials outward. One part diffusion and two parts drift make the factor 3. This value belongs to ideal defects, and $y\ll1$ alone does not ensure ideality for charged species. At $y_d=10^{-4}$, with $V_m=10$ cm³/mol and a relative permittivity of 10 to 30, the Debye length at the metal side is only 1 to 2 nm. An extended Debye–Hückel estimate (ion size 0.3 nm) then lowers $k_\infty/(D_iy_d)$ from 3 to between about 2.0 and 2.8. The insensitivity to the gas is not affected, because it rests on the smallness of the outer interstitial content. Slower electrons weaken the effect: for $D_e=2D_i$, $t_e=\tfrac12$ and $\tilde D=1.5D_i$, in agreement with the numerical solution of the two equations.

The interstitial fraction falls linearly from $y_d$ to $y_a=ry_d$. This explains the insensitivity. The flux depends on the difference $y_d-y_a$; the gas sets only $y_a$, which is already small when $r\ll1$. Making it smaller still hardly changes the difference.

At mid-thickness $y=y_d(1+r)/2$. Inverting $y=y_d(p/p_d)^{-1/6}$,

$$p_{\rm mid}=p_d\left(\frac2{1+r}\right)^6<64\,p_d .$$

However high the ambient pressure, half of the scale lies within a factor 64 of the dissociation pressure.

## (e) Apply the result from just above dissociation up to 1 bar, for ten hours of growth.

**Answer.** Here $t_e=0.99998$, so electronic resistance is negligible, and

$$k_\infty=3(0.99998)(10^{-8})(10^{-4})=3.00\times10^{-12}\ \text{cm}^2/\text{s}=3.00\times10^{-16}\ \text{m}^2/\text{s}.$$

At $p_a=0.2$ bar, $r=4.31\times10^{-4}$. In the neutral model the rate constant is thus 0.04% below the limit. Close to the gas the defects are very dilute, and space charge there, neglected here, changes $k$ by more than this small amount. For $V_m=10$ cm³/mol, a relative permittivity of 10 to 30 and a scale about 5 µm thick, the shift is 0.5 to 1%, and its sign depends on the charge held at the surface. After $t=36\,000$ s,

$$X=\sqrt{2(2.999\times10^{-12})(36\,000)}\ \text{cm}=4.65\times10^{-4}\ \text{cm}=4.65\ \mu\text{m}.$$

Other pressures give:

| $p_a$ (bar) | $k/k_\infty$ | $m$ | $X$ (µm) |
|---|---|---|---|
| $10^{-20}$ | 0.290 | 0.408 | 2.50 |
| $10^{-18}$ | 0.671 | 0.082 | 3.81 |
| $10^{-15}$ | 0.896 | 0.019 | 4.40 |
| $10^{-10}$ | 0.985 | 0.0026 | 4.61 |
| $10^{-5}$ | 0.998 | 0.00037 | 4.64 |
| $1$ | 0.9997 | 0.00005 | 4.65 |

The first four rows are to be read as oxygen activities fixed by a buffered gas mixture whose surface reaction is fast. For an ordinary molar volume of about 10 cm³/mol, molecules of pure oxygen at such pressures would strike the surface too rarely to supply this growth.

From $10^{-5}$ to 1 bar, five decades, $k$ rises by 0.19% in the neutral model. The thickness, which varies as $\sqrt k$, rises by about half that percentage. With the space charge described above, the rise in $k$ lies between about 0.01% and 0.9%. The last two rows therefore show that the change is below one percent, not its precise size. In the first row $p_a$ is only about eight times $p_d$, and the exponent exceeds $1/6$. This is the driving-force effect of part (c), not a different defect.

At 0.2 bar the mid-scale pressure is $63.8\,p_d$. The outer half of the scale therefore carries about 18 of the roughly 20 decades between $p_d$ and the gas. For a relative permittivity near 10, eight or nine of them fall in the outermost few tens of nanometres, where neutrality no longer holds.

These values come from solving the defect equilibrium numerically, with very small vacancy and hole contents included, and integrating over $\ln p$. The program checks that the computed $k$ agrees with the formula to better than one part in $10^6$ at each of these pressures.

## (f) How large is the error of taking the flux as uniform while the scale grows?

**Answer.** In the frame of the oxide lattice, the unsteady equation is $\partial y/\partial t=\tilde D\,\partial^2y/\partial x^2$, with $y=y_d$ at $x=0$ and $y=y_a$ at $x=X$. New oxide contains $1+y_a$ metal atoms per formula unit, so the balance at the outer surface is

$$-\tilde D\left.\frac{\partial y}{\partial x}\right|_X=(1+y_a)\frac{dX}{dt}.$$

Set $s=x/\sqrt{\tilde Dt}$ and $X=\ell\sqrt{\tilde Dt}$. Then $X^2=\ell^2\tilde Dt=2kt$, so $k=\tilde D\ell^2/2$. The equation and the balance become

$$\frac{d^2y}{ds^2}=-\frac s2\frac{dy}{ds},\qquad-\left.\frac{dy}{ds}\right|_\ell=\frac\ell2(1+y_a).$$

The first integral is $dy/ds=-Ae^{-s^2/4}$, and the balance fixes $A=\tfrac\ell2(1+y_a)e^{\ell^2/4}$. A second integration gives

$$y_d-y_a=\frac\ell2(1+y_a)\,e^{\ell^2/4}\int_0^\ell e^{-s^2/4}ds .$$

For small $\ell$, the exponential is $1+\ell^2/4$ and the integral is $\ell(1-\ell^2/12)$, to the order needed. Their product is $\ell(1+\ell^2/6)$, so

$$y_d-y_a\approx\frac{\ell^2}2(1+y_a)\left(1+\frac{\ell^2}6\right).$$

At leading order $\ell^2/2=y_d-y_a\equiv\Delta$, which reproduces part (c). Using $\ell^2/6\approx\Delta/3$ in the correction,

$$k\approx\tilde D\Delta\left(1-\frac\Delta3-y_a\right).$$

With $\Delta\approx10^{-4}$ and much smaller $y_a$, the predicted relative change is $-3.3\times10^{-5}$. Numerical integration of the similarity equation gives the same value. Uniform flux is thus justified by dilution of the defects.

## (g) Metal vacancies and holes are now admitted. Does the independence fail once the outer surface turns p-type?

**Answer.** Let $y_v$ and $h$ be the fractions of doubly charged metal vacancies and of holes, with

$$yy_v=K_F,\qquad nh=K_e,\qquad 2y+h=n+2y_v .$$

Under local Frenkel equilibrium, metal ions on both routes feel the same gradient of electrochemical potential. Their contributions to the metal flux add, so $D_iy$ in Wagner's integral is replaced by $D_iy+D_vy_v$. Holes likewise add to electronic conduction.

A solvable case is $K_e=4K_F$, $D_v=D_i$, with equal electron and hole diffusivities. Try $n=2y$. Then $h=4K_F/(2y)=2y_v$, and neutrality is satisfied. The law $y=y_d(p/p_d)^{-1/6}$ survives, while $y_v=K_F/y$ grows as $p^{1/6}$. Ionic and electronic conductivities are both proportional to $y+y_v$, so $t_e$ is unchanged. Integrating the two powers,

$$k=3t_eD_i\left[y_d(1-r)+y_v(p_a)-y_v(p_d)\right].$$

Since $y_v(p_d)=r\,y_v(p_a)$,

$$k=3t_eD_i(1-r)\left[y_d+y_v(p_a)\right],$$

$$m=\frac r{6(1-r)}+\frac16\,\frac{y_v(p_a)}{y_d+y_v(p_a)} .$$

The relevant comparison in this case is between vacancies at the gas side and interstitials at the metal side. The sign of the majority carrier at the outer surface is not the criterion.

Two cases at 0.2 bar show the difference:

- For $K_F=10^{-14}$, the surface has $h/n=5.4$ and is p-type. Yet $y_v(p_a)/y_d=0.0023$, $k$ is still $3.01\times10^{-12}$ cm²/s, and $m=0.00046$. The independence survives in the neutral model. In a scale about 5 µm thick this p-type layer measures only about 9 nm, less than the local Debye length of 20 to 45 nm (for $V_m=10$ cm³/mol and a relative permittivity of 10 to 30). The quoted $h/n$ and $m$ are therefore values of the neutral model, and they would apply as they stand only to a much thicker scale.
- For $K_F=10^{-10}$, $y_v(p_a)/y_d=23$. Now $k=7.3\times10^{-11}$ cm²/s and $m=0.160$, close to $1/6$. The independence is lost, because the gas now sets the larger of the two end concentrations.

If $K_e=4K_F$ is kept but the ionic diffusivities differ, with $t_e\approx1$, the same integration weights each defect by its own diffusivity. The condition for near independence is then

$$\left(\frac{p_d}{p_a}\right)^{1/6}\ll1\qquad\text{and}\qquad D_vy_v(p_a)\ll D_iy_d .$$

The first inequality makes the outer interstitial content negligible; the second keeps vacancies from opening a pressure-dependent path.

For other ratios $K_e/K_F$ the defect fractions can follow other powers of $p$, and the integral must be evaluated anew. If $K_F\gg K_e$, for example, interstitials and vacancies can compensate each other at $y\approx y_v\approx\sqrt{K_F}$ over a wide range of pressure. While $t_e\approx1$, this range adds to $k$ a term that grows with $\ln p_a$, even if the vacancies are immobile.

## Calculated quantities

```
Temperature: 1000 K; formation free energy: -200 kJ/mol
Dissociation pressure p_d: 1.278e-21 bar
Mass-action constant K: 1.430e-22 bar^(1/2)
y_d: 1.0e-04 per formula unit
D_i: 1.0e-08 cm^2/s; D_v: 1.0e-08 cm^2/s; D_e: 1.0e-03 cm^2/s
Electronic transference number t_e: 0.999980
High-pressure limit of k: 2.99994e-12 cm^2/s = 2.99994e-16 m^2/s
Slope d ln y / d ln p, 1e-15 to 1e-5 bar: -0.16667
Columns: p_a (bar), k (cm^2/s), k/limit, exponent, x after 10 h (um)
  1.0e-20  8.70798e-13  0.29027  4.076e-01  2.5039
  1.0e-18  2.01168e-12  0.67057  8.188e-02  3.8058
  1.0e-15  2.68742e-12  0.89583  1.938e-02  4.3988
  1.0e-10  2.95407e-12  0.98471  2.588e-03  4.6119
  1.0e-05  2.99321e-12  0.99776  3.749e-04  4.6423
  2.0e-01  2.99865e-12  0.99957  7.183e-05  4.6465
  1.0e+00  2.99895e-12  0.99967  5.492e-05  4.6468
Relative rise of k from 1e-5 to 1 bar: 0.192 %
k / [t_e D_i y_d ln(p_a/p_d)/2] at p_a = 1.01 p_d: 0.99917
log10(p_a/p_d) for 90 % of the limit: 6.0000
log10(p_a/p_d) for 99 % of the limit: 12.0000
D_e = 1.0e-03 cm^2/s: ambipolar D / D_i = 2.99994
D_e = 2.0e-08 cm^2/s: ambipolar D / D_i = 1.50000
r = (p_d/p_a)^(1/6) at 0.2 bar: 4.3078e-04
Mid-scale pressure / p_d at p_a = 0.2 bar: 63.835
Relative change of k from moving boundary: -3.34e-05
Defect models at 0.2 bar: Frenkel product, electron-hole product,
  y_i, y_v, holes/electrons, k (cm^2/s), exponent
  1e-20 1e-20 4.308e-08 2.321e-13 1.347e-06 2.99865e-12 7.183e-05
  1e-14 4e-14 4.308e-08 2.321e-07 5.389e+00 3.00561e-12 4.578e-04
  1e-10 4e-10 4.308e-08 2.321e-03 5.389e+04 7.26087e-11 1.599e-01
D_v y_v(p_a)/(D_i y_d), first model: 2.321e-09
D_v y_v(p_a)/(D_i y_d), second model: 2.321e-03
D_v y_v(p_a)/(D_i y_d), third model: 2.321e+01
```
